# Resistance minimum of a copper line with dilute magnetic impurities

## Question

I am working on wiring for cryogenic electronics. An exercise models the low-temperature resistivity of a metal line by adding a term \(-bc\ln T\), from a small fraction \(c\) of magnetic impurities, to the phonon resistivity \(aT^5\). I must show that the resistance has a minimum at

\[
T_{\min}=\left(\frac{bc}{5a}\right)^{1/5}.
\]

I can differentiate, but several things bother me. How can I take the logarithm of a temperature in kelvin? How do I know that the stationary point is a minimum, and the only one? Where do the two terms come from? And does the answer mean anything for a real copper line, whose resistivity at 4 K is mostly due to defects and surfaces?

## Answer

### The model and the minimum

Write the resistivity with the constant part included and the logarithm made dimensionless:

\[
\rho(T)=\rho_0+aT^5-bc\ln\frac{T}{T_0},\qquad a,b,c>0 .
\]

Here \(c\) is the atomic fraction of magnetic impurities, so \(b\) is a resistivity per unit atomic fraction. The temperature \(T_0\) is arbitrary. If you replace it by \(T_0'\), then

\[
-bc\ln\frac{T}{T_0'}=-bc\ln\frac{T}{T_0}+bc\ln\frac{T_0'}{T_0},
\]

and the last term is a constant that can be absorbed in \(\rho_0\). I use \(T_0=1\) K. The constant \(\rho_0\) holds the scattering by defects, surfaces and grain boundaries. Adding the three parts is Matthiessen's rule, an assumption examined below. I also assume that the impurities act independently and that \(a\) and \(b\) do not depend on \(c\).

Differentiate, and take out a common factor:

\[
\frac{d\rho}{dT}=5aT^4-\frac{bc}{T}
=\frac{5a}{T}\left(T^5-\frac{bc}{5a}\right).
\]

The prefactor is positive for \(T>0\), and the bracket increases steadily with \(T\). The slope is therefore negative below \(T^5=bc/5a\), zero there, and positive above. This proves that the stated \(T_{\min}\) is a minimum and that the model has no other stationary point. The constant \(\rho_0\) has dropped out: defects can dominate the resistivity without moving the minimum, provided that their contribution does not depend on temperature.

If \(bc\le 0\), the slope is positive at every \(T>0\) and there is no minimum. If \(a\to0\), the minimum moves to infinite temperature, because nothing opposes the logarithm.

If the line has constant dimensions, its resistance is proportional to \(\rho\) and has its minimum at the same temperature.

### Why the phonon term is \(T^5\)

Take a spherical Fermi surface of radius \(k_F\), and phonons in equilibrium with frequency \(\omega=sq\), where \(q\) is the wave number and \(s\) the sound speed. Four factors enter the rate at which a drifting electron distribution loses momentum.

- The final states at distance \(q\) on the Fermi surface occupy an area \(2\pi q\,dq\).
- The coupling is proportional to the strain. The squared strain of one phonon varies as \(q^2/\omega\propto q\).
- Scattering through a small angle \(\theta\) removes little momentum: \(1-\cos\theta=q^2/2k_F^2\).
- The last factor is thermal. With \(x=\hbar\omega/k_BT\) and Fermi function \(f\), the identity
\[
f(E)[1-f(E+\hbar\omega)]=\frac{f(E)-f(E+\hbar\omega)}{1-e^{-x}}
\]
integrates over \(E\) to \(\hbar\omega/(1-e^{-x})\). Multiplying by the phonon number \(1/(e^x-1)\) and dividing by \(k_BT\) gives \(x/[(e^x-1)(1-e^{-x})]\). Emission balances absorption in equilibrium and has the same weight.

The first three factors give \(q^4\,dq\). Since \(q\propto Tx\), this is proportional to \(T^5x^4\,dx\). With the largest phonon energy equal to \(k_B\Theta\), where \(\Theta\) is the Debye temperature, the result is the Bloch–Grüneisen form

\[
\rho_{\rm ph}=A\left(\frac T\Theta\right)^5
\int_0^{\Theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.
\]

For \(T\ll\Theta\) the upper limit may be taken to infinity. The geometric series gives \(1/[(e^x-1)(1-e^{-x})]=\sum_{n\ge1}n e^{-nx}\), so the integral becomes

\[
\sum_{n=1}^{\infty}n\,\frac{5!}{n^6}=120\,\zeta(5)=124.43,
\qquad a=\frac{120\,\zeta(5)A}{\Theta^5}.
\]

### Why the magnetic term is logarithmic

Let the exchange energy be \(J\,\mathbf S\cdot\mathbf s\), with impurity spin \(\mathbf S\), electron spin \(\mathbf s\) (both in units of \(\hbar\)), and \(J>0\) for antiferromagnetic coupling. In second order an electron at the Fermi energy can pass through an intermediate state of energy \(\varepsilon\), measured from the Fermi energy. If that state is empty, the electron enters it and then leaves. If it is full, its occupant leaves first and the incoming electron fills the hole. The two routes apply the impurity spin operators in opposite order. The exchange of electrons supplies a minus sign, which cancels the reversed sign of the energy denominator. Their sum is

\[
J^2\sum_{\alpha\beta}s^\alpha s^\beta\,
\frac{S^\alpha S^\beta(1-f)+S^\beta S^\alpha f}{-\varepsilon}.
\]

Split the spin products into symmetric and antisymmetric parts. The symmetric part multiplies \(-1/\varepsilon\), which integrates to zero (as a principal value) over a symmetric band \(-D<\varepsilon<D\) with constant density of states \(N_0\) per spin. The antisymmetric part carries \(1-2f=\tanh(\varepsilon/2k_BT)\), and its spin factor is

\[
\tfrac12\sum_{\alpha\beta}s^\alpha s^\beta[S^\alpha,S^\beta]
=\tfrac14\sum_{\alpha\beta}[s^\alpha,s^\beta][S^\alpha,S^\beta]
=-\tfrac12\,\mathbf s\cdot\mathbf S .
\]

This minus sign cancels the one in the denominator. Since \(\tanh(\varepsilon/2k_BT)/\varepsilon\) is even, the two halves of the band add, and the exchange constant is replaced by

\[
J_{\rm eff}=J+N_0J^2L(T),\qquad
L(T)=\int_0^D\frac{\tanh(E/2k_BT)}{E}\,dE .
\]

Put \(u=E/2k_BT\) and \(M=D/2k_BT\), and integrate by parts:

\[
L=\tanh M\,\ln M-\int_0^M\frac{\ln u}{\cosh^2u}\,du .
\]

For \(M\gg1\), \(\tanh M\to1\) and the remaining integral tends to a constant. Hence \(L=\text{constant}-\ln T\). Numerical integration with \(D=7\) eV gives \(L(10\,\mathrm K)-L(20\,\mathrm K)=0.693147\), equal to \(\ln2\) to the digits shown.

The magnetic resistivity is proportional to \(cJ_{\rm eff}^2\simeq cJ^2(1+2N_0JL)\). Its temperature-dependent part is proportional to \(-2cN_0J^3\ln T\), so \(b>0\) for \(J>0\) when ordinary potential scattering by the impurity is neglected, as it is here. Electrons within about \(k_BT\) of the Fermi energy see a different constant but the same logarithm.

This is a leading correction, accurate only while \(N_0JL\ll1\). It breaks down completely near the Kondo temperature \(T_K\), but because \(L\) varies so slowly it can be inaccurate far above \(T_K\) too. For \(D=7\) eV and \(T_K=0.01\) K, the value used below, \(N_0JL\) is already about 0.5 at 15 K. The single logarithm is then best read as a local description, with \(b\) taken from the measured slope near the temperatures of interest. The divergence of \(-\ln T\) as \(T\to0\) is therefore not a prediction for the metal. The impurities must also not have frozen one another's spins. The model therefore needs \(T_K,\,T_{\rm freeze}\ll T_{\min}\ll\Theta\). For \(b\) to stay constant over a wide temperature range, \(\ln(T/T_K)\) itself must be large, which is a stronger condition.

### How deep and how sharp is the minimum?

At the minimum \(aT_{\min}^5=bc/5\): the phonon resistivity there is one fifth of \(bc\). With \(t=T/T_{\min}\), subtraction gives

\[
\rho(T)-\rho_{\min}=\frac{bc}{5}\left(t^5-1-5\ln t\right).
\]

Near the minimum put \(t=1+\delta\). Then \(t^5\simeq1+5\delta+10\delta^2\) and \(\ln t\simeq\delta-\delta^2/2\). The linear terms cancel, leaving

\[
\rho-\rho_{\min}\simeq\frac{bc}{5}\left(10+\frac52\right)\delta^2
=\frac52\,bc\,\delta^2 .
\]

### Numbers for a copper-like line

Take round parameters in the rough regime of copper containing manganese: \(A=75\) nΩ m, \(\Theta=330\) K, \(b=100\) nΩ m per unit atomic fraction, \(c=100\) ppm and \(\rho_0=10\) nΩ m. Then

\[
a=\frac{124.43\times75}{330^5}=2.385\times10^{-9}\ \mathrm{n\Omega\,m/K^5},
\]

\[
bc=100\times10^{-4}=0.010\ \mathrm{n\Omega\,m}=10\ \mathrm{p\Omega\,m},
\]

\[
T_{\min}=\left(\frac{0.010}{5\times2.385\times10^{-9}}\right)^{1/5}\mathrm K
=(8.39\times10^5)^{1/5}\,\mathrm K=15.3\ \mathrm K .
\]

Direct minimization with the full Bloch–Grüneisen integral also gives 15.3 K. The phonon part at the minimum is 2.0 pΩ m, as the one-fifth rule requires.

At 4 K, \(t=4/15.3=0.261\), and the rise above the minimum is

\[
2.0\,(0.001-1+6.708)\ \mathrm{p\Omega\,m}=11.4\ \mathrm{p\Omega\,m},
\]

or 0.11 % of the total resistivity at the minimum. A measurement that resolves one part in \(10^5\) of the total sees changes of 0.0997 pΩ m. The quadratic formula then shows that a single reading cannot be told from the minimum value within

\[
T_{\min}\sqrt{\frac{2\times0.0997}{5\times10}}=0.97\ \mathrm K
\]

on either side of the minimum. The minimum is detectable, but the lowest reading alone locates it only to about 1 K. If the model describes the data and the errors are random, a fit to the whole curve locates it more closely.

The fifth root makes \(T_{\min}\) insensitive to composition. With \(a\) and \(b\) fixed, ten times more impurity raises it by a factor \(10^{1/5}=1.58\): 9.7 K at 10 ppm, 15.3 K at 100 ppm and 24.3 K at 1000 ppm. At 1000 ppm the full phonon integral puts the minimum 0.1 K higher than the formula does. The finite upper limit \(\Theta/T\) makes the integral smaller than its limiting value, and the integral shrinks further as \(T\) rises. Both effects make the phonon slope smaller than \(5aT^4\), so a higher temperature is needed to balance the logarithm.

### What this means for a real line

Manganese is a relevant impurity because copper–manganese alloys are used to form barrier layers around copper wiring, and some manganese can remain in the metal. The model's phonon resistivity of 16 nΩ m at 300 K is close to that of bulk copper, roughly 17 nΩ m. The value of \(b\) is an order-of-magnitude input; doubling it would raise \(T_{\min}\) by 15 %. I take a rough Kondo temperature of 0.01 K and a rough freezing temperature of 0.1 K at 100 ppm, both far below the minimum. Iron in copper has a much higher Kondo temperature, roughly a few tens of kelvin, so the single logarithm should not be used for it here.

The assumption most open to doubt in a narrow line is Matthiessen's rule, because surfaces and defects can change the phonon contribution itself. As an illustration, suppose that they double it and leave the magnetic term unchanged. Since \(T_{\min}\propto a^{-1/5}\), the minimum moves by a factor \(2^{-1/5}=0.87\), to about 13.3 K. If they enhanced both temperature-dependent terms by the same factor, the minimum would not move. This 13 % shift rests on a doubling that is an assumed size, not a bound.

A second shift comes from higher powers of the logarithm. Let \(g=N_0J_{\rm eff}\). Applying the result for \(J_{\rm eff}\) repeatedly over small temperature steps gives \(dg/d\ln T=-g^2\), hence \(d(1/g)/d\ln T=1\) and \(g=1/\ln(T/T_K)\). The magnetic resistivity then varies as \(1/\ln^2(T/T_K)\), and its slope with respect to \(\ln T\) as \(-1/\ln^3(T/T_K)\). If \(b\) is matched to this slope at 4 K, the magnetic slope is weaker at higher temperature, and the minimum falls by 11 %, to about 13.7 K. The shift depends on where \(b\) is matched: it vanishes if \(b\) is the slope measured at the minimum itself. The \(1/\ln^2\) form also assumes weak scattering, \(\pi^2S(S+1)\ll\ln^2(T/T_K)\). Manganese, with \(S\approx5/2\), does not meet this (86 against 54 at 15 K), and approximate forms that respect the unitarity limit give a fall of only 4 to 6 %. The 11 % is therefore likely an overestimate for this impurity.

Two other effects are small for these numbers:

- Electron–electron scattering adds a term \(A_{ee}T^2\). With a rough \(A_{ee}=3\times10^{-7}\) nΩ m/K², it lowers \(T_{\min}\) by 0.3 %.
- A thin film has a quantum-interference correction that is also logarithmic, with a coefficient of order \((e^2/2\pi^2\hbar)\rho_0^2/d\), where \(d\) is the thickness. For a wide line with \(d=50\) nm this is 0.025 pΩ m, against \(bc=10\) pΩ m. Taken with the sign of a rise on cooling, it shifts \(T_{\min}\) by about 0.05 %. The factor \(\rho_0^2/d\) shows that it matters more in thinner or more resistive films. "Wide" means wider than the thermal diffusion length, about 130 nm here at 15 K. In a narrower line the correction varies as \(T^{-1/2}\) and is larger: roughly +0.6 % in \(T_{\min}\) for a 50 nm by 50 nm section, and several per cent for a 20 nm by 40 nm section with \(\rho_0=30\) nΩ m.

The formula gives 15.3 K. The doubled phonon term and the higher logarithms in their weak-scattering form lower it by about 2 K each, and to about 12 K if both act at the sizes assumed here. An error of a factor of two in \(b\) would move it by about 2 K either way. If \(b\) is known to within such a factor and no other effect matters, I would quote "roughly 10 to 18 K" rather than 15.3 K. That range leaves out any further temperature dependence caused by defects. For example, an added term \(\rho_0BT^2\) with \(B=3\times10^{-6}\) K⁻² would by itself lower the minimum by 26 %, to about 11.4 K. This \(B\) is an assumed size; a free-electron estimate for copper is nearer \(4\times10^{-7}\) K⁻², which would lower the minimum by about 4 %.

Do not carry the \(T^5\) law up to liquid-nitrogen temperature. It is already 5 % above the full integral near 31 K, and at 77 K the full phonon resistivity, 1.8 nΩ m, is only 0.28 of what \(aT^5\) predicts. For this line, cooling from 77 K to the minimum removes nearly all of that 1.8 nΩ m, while cooling further to 4 K adds back 0.011 nΩ m in the single-logarithm model. With the higher logarithms included in the weak-scattering \(1/\ln^2\) form, the rise is 0.008 nΩ m if \(b\) is matched at 4 K and 0.016 nΩ m if it is matched at 15.3 K. In each case the magnetic rise is negligible for the line's resistance budget, though measurable. The numerical output below lists the main values of the single-logarithm model.

## Numbers as computed

```
Input A = 75 nOhm m
Input Debye temperature = 330 K
Input b = 100 nOhm m per unit atomic fraction
Input impurity content c = 100 ppm (atomic)
Input rho0 = 10.0 nOhm m
Input line thickness = 50 nm
Input rough Kondo temperature = 0.01 K
Input slope-matching temperature = 4.0 K
Input rough T^2 coefficient = 3.0e-07 nOhm m/K^2
Input energy cutoff = 7.0 eV
Input relative resistance resolution = 1.0e-05
Limiting phonon integral = 124.4313 (no unit)
Phonon coefficient a = 2.3846e-09 nOhm m/K^5
Product b c = 10.000 pOhm m
b c/(5a) = 8.3870e+05 K^5
T_min from formula = 15.301 K
T_min with full phonon integral = 15.301 K
Thermal integral, 10 K minus 20 K = 0.693147 (no unit)
ln 2 for comparison = 0.693147 (no unit)
Phonon resistivity at T_min = 2.000 pOhm m
Curvature at T_min = 0.2136 pOhm m/K^2
Total resistivity at T_min = 9.97472 nOhm m
Total resistivity at 4 K = 9.98614 nOhm m
Rise from T_min down to 4 K = 11.419 pOhm m
Relative rise at 4 K = 0.114 %
Resolvable resistivity change = 0.0997 pOhm m
Half-width hidden by resolution = 0.967 K
Half-width from quadratic estimate = 0.967 K
c = 10 ppm: T_min formula 9.654 K, full 9.654 K
c = 100 ppm: T_min formula 15.301 K, full 15.301 K
c = 1000 ppm: T_min formula 24.251 K, full 24.349 K
Factor in T_min for tenfold c = 1.5849 (no unit)
T^5 law is 5.3 % too high at T = 31.58 K
Full phonon / T^5 law at 77 K = 0.2829 (no unit)
Full phonon resistivity at 77 K = 1.826 nOhm m
Full phonon resistivity at 300 K = 15.950 nOhm m
Thin-film log coefficient = 0.0247 pOhm m
Rough impurity freezing temperature = 0.10 K
T_min shift, finite Debye cutoff = +0.0018 %
T_min shift, electron-electron T^2 term = -0.2792 %
T_min shift, thin-film quantum correction = +0.0511 %
T_min shift, higher Kondo logarithms = -10.5955 %
T_min shift, doubled phonon term = -12.9448 %
Largest sized shift: doubled phonon term, -12.94 %
```
